# Why the clean Dirac-point conductivity depends on the order of limits: test program

```python
"""
Result under test: the conductivity of a neutral four-flavour Dirac sheet,
H = hbar v sigma.k, with constant one-particle broadening eta, is
    Re sigma = (e^2/h) F(hbar omega/eta, kT/eta),
so its value at omega = eta = T = 0 depends on how the origin is approached:
4/pi, pi/2, infinity or zero for the six orders of limits.
Symbols: omega = photon energy, temp = kT, eta = half width of a level,
mu = chemical potential (all in one energy unit); F is in units of e^2/h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

PI = np.pi


def kernel(e1, e2, eta):
    """Closed form of the momentum integral of two spectral functions."""
    z, w = e1 + 1j * eta, e2 + 1j * eta
    wc = np.conj(w)
    log_z = 2 * np.log(eta - 1j * e1)
    log_w = 2 * np.log(eta - 1j * e2)
    log_wc = 2 * np.log(eta + 1j * e2)
    mixed = z * wc * (log_wc - log_z) / ((z - wc) * (z + wc))
    same = z * w * (log_w - log_z) / ((z - w) * (z + w))
    return (mixed - same).real / PI**2


def dc_kernel(energy, eta):
    """Closed form at equal energies."""
    y = energy / eta
    if abs(y) < 1e-6:
        return 2 / PI**2
    return (1 + (y + 1 / y) * np.arctan(y)) / PI**2


def conductivity(omega, temp, eta, mu=0.0):
    """Kubo conductivity F in e^2/h for four flavours."""
    if omega == 0 and temp == 0:
        return 2 * PI * dc_kernel(mu, eta)
    low, high = mu - omega - 40 * temp, mu + 40 * temp
    breaks = [low, high]
    for centre in (-omega, -omega / 2, 0.0, mu, mu - omega):
        for step in (0, 3, 30, 1e3, 1e5):
            breaks += [centre - step * eta, centre + step * eta]
        for step in (3, 12):
            breaks += [centre - step * temp, centre + step * temp]
    breaks = np.clip(np.array(breaks), low, high)
    breaks = np.unique(np.round(breaks / eta, 9)) * eta

    def integrand(e):
        if omega == 0:
            occ = expit(-(e - mu) / temp)
            return occ * (1 - occ) / temp * dc_kernel(e, eta)
        if temp == 0:
            return kernel(e, e + omega, eta) / omega
        diff = expit(-(e - mu) / temp) - expit(-(e + omega - mu) / temp)
        return diff / omega * kernel(e, e + omega, eta)

    total = 0.0
    for left, right in zip(breaks[:-1], breaks[1:]):
        total += quad(integrand, left, right, epsabs=1e-7,
                      epsrel=1e-7, limit=100)[0]
    return 2 * PI * total


SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])


def kernel_by_matrices(e1, e2, eta):
    """Same momentum integral from explicit 2x2 Green functions."""
    angles = (np.arange(8) + 0.5) * 2 * PI / 8
    direction = (np.cos(angles)[:, None, None] * SX
                 + np.sin(angles)[:, None, None] * SY)

    def spectral(x, energy):
        green = np.linalg.inv((energy + 1j * eta) * np.eye(2) - x * direction)
        return 1j / (2 * PI) * (green - np.conj(np.swapaxes(green, 1, 2)))

    def integrand(x):
        product = SX @ spectral(x, e1) @ SX @ spectral(x, e2)
        return 2 * x * np.trace(product, axis1=1, axis2=2).real.mean()

    return quad(integrand, 0, np.inf, epsabs=1e-9, limit=200)[0]


def lattice_dc(eta, size=1500):
    """Neutral dc Kubo sum over the whole honeycomb zone, hopping = 1."""
    phase = np.exp(-1j * 2 * PI * np.arange(size) / size)
    p1, p2 = phase[:, None], phase[None, :]
    band_sq = np.abs(1 + p1 + p2)**2
    velocity_sq = 0.75 * np.abs(p1 - p2)**2
    trace = 2 * velocity_sq * (eta / PI)**2 / (band_sq + eta**2)**2
    cell_area = 1.5 * np.sqrt(3)
    return 2 * (2 * PI) * PI * trace.mean() / cell_area


def adiabatic_response(alpha):
    """Clean sheet at T=0 in a field growing as exp(alpha t).

    Units hbar = v = e = 1.  The pseudospin obeys ds/dt = 2(k+a) x s with
    a = exp(alpha t) along x.  The current of a static uniform a is removed,
    since a constant vector potential carries no physical current.
    """
    nodes, weights = np.polynomial.legendre.leggauss(40)
    theta = (nodes + 1) * PI / 4
    angles = (np.arange(8) + 0.5) * 2 * PI / 8
    spin_sum = 0.0
    for th, wt in zip(theta, weights * PI / 4):
        k = alpha / 2 * np.tan(th)
        dk = alpha / 2 / np.cos(th)**2
        mean = 0.0
        for phi in angles:
            kx, ky = k * np.cos(phi), k * np.sin(phi)
            cross = np.array([[0, 0, ky], [0, 0, -kx], [-ky, kx, 0]])
            drive = np.array([0, 0, -2 * np.sin(phi)])
            spin = np.linalg.solve(alpha * np.eye(3) - 2 * cross, drive)
            static = -np.sin(phi)**2 / k
            mean += (spin[0] - static) / len(angles)
        spin_sum += wt * dk * k * mean / (2 * PI)
    current, field = -spin_sum, -alpha
    return 4 * 2 * PI * current / field


# --- kernel against explicit matrices ---
for e1, e2 in ((0.3, 1.1), (-0.7, 0.5), (-2.0, 1.0)):
    assert abs(kernel(e1, e2, 0.4) - kernel_by_matrices(e1, e2, 0.4)) < 1e-6
for e in (0.0, 0.9):
    assert abs(dc_kernel(e, 0.4) - kernel_by_matrices(e, e, 0.4)) < 1e-6

# --- dc value and flavour count from the full lattice ---
lattice_value = lattice_dc(0.02)
assert abs(lattice_value - 4 / PI) < 5e-3

# --- optical value from the equation of motion ---
switch_values = [adiabatic_response(a) for a in (0.01, 1.0)]
assert max(abs(s - PI / 2) for s in switch_values) < 1e-6

# --- six orders of limits: the first to vanish is the smallest ---
orders = [
    ("omega, T, eta", (1e-5, 1e-3, 1.0), 4 / PI),
    ("T, omega, eta", (1e-3, 1e-5, 1.0), 4 / PI),
    ("T, eta, omega", (1.0, 1e-5, 1e-3), PI / 2),
    ("eta, T, omega", (1.0, 1e-3, 1e-5), PI / 2),
    ("omega, eta, T", (1e-5, 1.0, 1e-3), np.inf),
    ("eta, omega, T", (1e-2, 1.0, 1e-8), 0.0),
]
order_values = []
for name, triple, limit in orders:
    value = conductivity(*triple)
    order_values.append(value)
    if np.isinf(limit):
        assert abs(value / (2 * np.log(2) * triple[1] / triple[2]) - 1) < 0.01
    else:
        # the zero limit is approached linearly in omega/T
        assert abs(value - limit) < (0.01 if limit == 0 else 1e-3)

# --- thermal laws and Drude width ---
cold = 0.02
rise = conductivity(0, cold, 1.0) * PI / 4 - 1
assert abs(rise / (PI**2 * cold**2 / 9) - 1) < 0.01
blocked = conductivity(2.0, 1.0, 1e-4)
assert abs(blocked - PI / 2 * np.tanh(0.5)) < 1e-3
drude = conductivity(2.0, 2000.0, 1.0)
assert abs(drude / (2 * np.log(2) * 2000 / 2) - 1) < 5e-3

# --- scaling: only ratios of the three energies matter ---
assert abs(conductivity(2, 0.5, 1) - conductivity(6, 1.5, 3)) < 1e-5

print("Reference values, e^2/h: 4/pi = %.5f, pi/2 = %.5f" % (4 / PI, PI / 2))
print("Honeycomb dc sum, eta = 0.02 hopping: %.5f e^2/h" % lattice_value)
print("Adiabatic switching, clean, T=0: %.5f e^2/h" % switch_values[0])
print("Orders of limits (first to vanish first), F in e^2/h:")
for (name, triple, limit), value in zip(orders, order_values):
    print("  %s: omega=%g kT=%g eta=%g F=%.5f" % ((name,) + triple + (value,)))
print("T=0 crossover, F in e^2/h against hbar omega/eta:")
for ratio in (0.1, 0.5, 1, 2, 5, 10, 30, 100):
    print("  ratio %5.1f: F = %.5f" % (ratio, conductivity(ratio, 0, 1.0)))
print("Fixed T, eta->0, omega=2kT: F = %.4f e^2/h" % blocked)
print("kT=2000 eta, omega=2 eta: F = %.1f e^2/h" % drude)

# --- worked example, energies in meV ---
eta = 1.0
speed = 1.0e6
quantum = const.e**2 / const.h * 1e6
k_mev = const.k / const.e * 1e3
hv = const.hbar * speed / const.e * 1e12     # meV nm
freq = 10.0
photon = const.h * freq * 1e12 / const.e * 1e3
print("Example: v = %.1e m/s, eta = %.1f meV" % (speed, eta))
print("e^2/h = %.3f uS; photon at %.0f THz = %.2f meV"
      % (quantum, freq, photon))
print("Level lifetime hbar/(2 eta) = %.3f ps"
      % (const.hbar / (2 * eta * 1e-3 * const.e) * 1e12))
for kelvin in (1.0, 300.0):
    print("kT at %.0f K = %.4f meV" % (kelvin, k_mev * kelvin))
    for f_thz, energy in ((0.0, 0.0), (freq, photon)):
        value = conductivity(energy, k_mev * kelvin, eta)
        print("  %4.0f THz: %.4f e^2/h = %.2f uS"
              % (f_thz, value, value * quantum))

# --- sizes of neglected effects; density and permittivity are rough inputs ---
puddle_density = 1e10                        # cm^-2
mu_puddle = hv * np.sqrt(PI * puddle_density * 1e-14)
print("Puddles of %.0e cm^-2 (rough): mu = %.2f meV"
      % (puddle_density, mu_puddle))
for f_thz, energy in ((0.0, 0.0), (freq, photon)):
    value = conductivity(energy, k_mev, eta, mu_puddle)
    print("  with this mu, 1 K, %.0f THz: %.4f e^2/h" % (f_thz, value))
permittivity = 4.0
coupling = const.e**2 / (4 * PI * const.epsilon_0 * permittivity
                         * const.hbar * speed)
print("Coulomb coupling at relative permittivity %.0f: %.3f"
      % (permittivity, coupling))
print("Collision scale coupling^2 kT: %.4f meV (1 K), %.2f meV (300 K)"
      % (coupling**2 * k_mev, coupling**2 * k_mev * 300))
sample_um = 10.0
print("Length hbar v/eta = %.0f nm; sample %.0f um is %.1f times longer"
      % (hv / eta, sample_um, sample_um * 1e3 / (hv / eta)))
field_scale = eta**2 / hv * 1e-3 * 1e7       # V/cm
print("Nonlinear field scale eta^2/(e hbar v) = %.1f V/cm" % field_scale)
bond_nm = 0.142
hopping = hv / (1.5 * bond_nm)
print("Hopping for a %.3f nm bond: %.2f eV; (photon/hopping)^2 = %.1e"
      % (bond_nm, hopping * 1e-3, (photon / hopping)**2))
print("verified")
```

It prints:

```
Reference values, e^2/h: 4/pi = 1.27324, pi/2 = 1.57080
Honeycomb dc sum, eta = 0.02 hopping: 1.27403 e^2/h
Adiabatic switching, clean, T=0: 1.57080 e^2/h
Orders of limits (first to vanish first), F in e^2/h:
  omega, T, eta: omega=1e-05 kT=0.001 eta=1 F=1.27324
  T, omega, eta: omega=0.001 kT=1e-05 eta=1 F=1.27324
  T, eta, omega: omega=1 kT=1e-05 eta=0.001 F=1.57080
  eta, T, omega: omega=1 kT=0.001 eta=1e-05 F=1.57080
  omega, eta, T: omega=1e-05 kT=1 eta=0.001 F=1386.26365
  eta, omega, T: omega=0.01 kT=1 eta=1e-08 F=0.00448
T=0 crossover, F in e^2/h against hbar omega/eta:
  ratio   0.1: F = 1.27465
  ratio   0.5: F = 1.30525
  ratio   1.0: F = 1.37286
  ratio   2.0: F = 1.48179
  ratio   5.0: F = 1.55945
  ratio  10.0: F = 1.56925
  ratio  30.0: F = 1.57074
  ratio 100.0: F = 1.57079
Fixed T, eta->0, omega=2kT: F = 0.7260 e^2/h
kT=2000 eta, omega=2 eta: F = 1386.3 e^2/h
Example: v = 1.0e+06 m/s, eta = 1.0 meV
e^2/h = 38.740 uS; photon at 10 THz = 41.36 meV
Level lifetime hbar/(2 eta) = 0.329 ps
kT at 1 K = 0.0862 meV
     0 THz: 1.2834 e^2/h = 49.72 uS
    10 THz: 1.5708 e^2/h = 60.85 uS
kT at 300 K = 25.8520 meV
     0 THz: 35.9207 e^2/h = 1391.58 uS
    10 THz: 0.6872 e^2/h = 26.62 uS
Puddles of 1e+10 cm^-2 (rough): mu = 11.67 meV
  with this mu, 1 K, 0 THz: 11.7491 e^2/h
  with this mu, 1 K, 10 THz: 1.5543 e^2/h
Coulomb coupling at relative permittivity 4: 0.547
Collision scale coupling^2 kT: 0.0258 meV (1 K), 7.73 meV (300 K)
Length hbar v/eta = 658 nm; sample 10 um is 15.2 times longer
Nonlinear field scale eta^2/(e hbar v) = 15.2 V/cm
Hopping for a 0.142 nm bond: 3.09 eV; (photon/hopping)^2 = 1.8e-04
verified
```
